# Bruggeman conductivity of a dielectric with insulating spherical pores

**Question**

A porous dielectric film consists of a solid of thermal conductivity $k_m$ and a volume fraction $\phi$ of pores of conductivity $k_p$. Heat flows steadily by Fourier conduction. There is no interface resistance, and radiation and convection in the pores are neglected. The mixture is isotropic and the pores are small compared with the film thickness. The solid between the pores is assumed to conduct as well as the dense material. The effective conductivity $k$ is defined by (mean heat flux) $= -k\,\times$ (mean temperature gradient).

Symmetric Bruggeman theory treats solid and pore regions alike: each is regarded as a sphere embedded in a uniform medium that already has the unknown conductivity $k>0$.

**(a) A sphere of conductivity $k_i$ and radius $a$ lies in a medium of conductivity $k$. Far away the temperature is $T=Gz=Gr\cos\theta$. Find the gradient inside the sphere, and explain what it means for an insulating pore.**

*Answer.* In each region $\nabla^2T=0$. For $T=u(r)\cos\theta$ this becomes

$$\frac{d}{dr}\left(r^2\frac{du}{dr}\right)=2u .$$

Trying $u=r^n$ gives $n(n+1)=2$, so $n=1$ or $n=-2$. The second solution diverges at the centre and is excluded inside. The far field fixes the coefficient of $r$ outside. Hence

$$T_{\rm in}=g_iGr\cos\theta,\qquad T_{\rm out}=G\left(r+\frac{D}{r^2}\right)\cos\theta .$$

At $r=a$ the temperature is continuous, which gives

$$g_i=1+\frac{D}{a^3}.$$

The radial heat flux is also continuous. Since $d(r^{-2})/dr=-2r^{-3}$,

$$k_ig_i=k\left(1-\frac{2D}{a^3}\right).$$

Inserting $D/a^3=g_i-1$ from the first condition into the second,

$$k_ig_i=k(3-2g_i)\quad\Rightarrow\quad g_i=\frac{3k}{k_i+2k}. \tag{1}$$

The interior gradient is uniform and equals $g_iG$. It is smaller than $G$ if the sphere conducts better than its surroundings, and larger if it conducts worse.

For an insulating pore, $k_i\to0$ and $g_p=3/2$. No heat flows inside, but the mean gradient is still defined by the temperature on the pore surface. By the divergence theorem its $z$ component is

$$\frac1V\oint T\cos\theta\,dS .$$

The surface temperature is $\tfrac32Ga\cos\theta$, and the integral of $\cos^2\theta$ over all directions is $4\pi/3$. The mean is therefore

$$\frac{3}{4\pi a^3}\cdot\frac32Ga\cdot a^2\cdot\frac{4\pi}{3}=\frac32G .$$

**(b) Require the volume-averaged gradient to equal the applied gradient. Show that this gives**

$$(1-\phi)\frac{k_m-k}{k_m+2k}+\phi\frac{k_p-k}{k_p+2k}=0, \tag{2}$$

**and that the mean heat flux is then consistent with the definition of $k$.**

*Answer.* If the boundary of the sample is held at $T=Gz$, the divergence theorem fixes the volume average of $\nabla T$ at $G$, whatever the interior structure. In the theory, solid regions contribute $g_mG$ with weight $1-\phi$, and pores contribute $g_pG$ with weight $\phi$. Therefore

$$(1-\phi)g_m+\phi g_p=1. \tag{3}$$

The weights add up to one, so (3) can be written as $(1-\phi)(1-g_m)+\phi(1-g_p)=0$. From (1),

$$1-g_i=\frac{k_i+2k-3k}{k_i+2k}=\frac{k_i-k}{k_i+2k},$$

which gives (2).

For the flux, use $k_ig_i=k(3-2g_i)$ from part (a). Averaging both sides over the two kinds of region and inserting (3),

$$(1-\phi)k_mg_m+\phi k_pg_p=k(3-2\cdot1)=k. \tag{4}$$

The magnitude of the mean flux is thus $kG$, as the definition requires.

The approximation lies in treating every region, solid or pore, as a sphere and in replacing its real neighbours by a uniform medium. Equation (2) is a mean-field result, not an exact law for an arbitrary pore arrangement.

**(c) The pores are insulating and occupy 30 percent of the volume. Show that the theory leaves 55 percent of the dense-material conductivity, and check the heat flux.**

*Answer.* With $k>0$, the pore gradient factor is $g_p=3k/(2k)=3/2$. Equation (3) becomes

$$(1-\phi)\frac{3k}{k_m+2k}=1-\frac32\phi .$$

Multiply by $k_m+2k$:

$$3k-3\phi k=\left(1-\frac32\phi\right)k_m+2k-3\phi k .$$

The terms $-3\phi k$ cancel. Subtracting $2k$ from both sides leaves

$$\frac{k}{k_m}=1-\frac32\phi . \tag{5}$$

For $\phi=0.30$,

$$\frac{k}{k_m}=1-1.5\times0.30=0.55 .$$

Since $k$ must be positive, (5) requires $\phi<2/3$, which is satisfied here.

In the flux balance (4) the pore term vanishes. The gradient factor in the solid is

$$g_m=\frac{3\times0.55}{1+2\times0.55}=\frac{1.65}{2.10}=0.786,$$

and $(1-\phi)g_m=0.70\times0.786=0.55$, as required.

The conductivity falls by more than the missing volume for a reason visible in these numbers. Removing 30 percent of the solid would by itself leave 0.70. The gradient in the remaining solid is also reduced, to 0.786 of the applied value, because the pores take up $0.30\times1.5=0.45$ of the mean gradient.

As a test that does not use (1), the radial heat equation was solved numerically and $k$ was found by imposing (3) on the computed gradients. The numerical output shows $k/k_m=0.5500$ at $\phi=0.30$, and 0.8500 and 0.2500 at $\phi=0.10$ and $0.50$, in agreement with (5).

**(d) Setting $k_p=0$ in (2) and clearing fractions also produces a root $k=0$. Use a small positive $k_p$ to decide which root is physical, and find what happens for $\phi>2/3$.**

*Answer.* For $k_p>0$ and $k>0$ both denominators in (2) are positive. Multiplying by them gives

$$(1-\phi)(k_m-k)(k_p+2k)+\phi(k_p-k)(k_m+2k)=0 .$$

The two products are

$$(k_m-k)(k_p+2k)=k_mk_p+(2k_m-k_p)k-2k^2,$$

$$(k_p-k)(k_m+2k)=k_mk_p+(2k_p-k_m)k-2k^2 .$$

Adding them with their weights and changing the overall sign,

$$2k^2-bk-k_mk_p=0,\qquad b=(2-3\phi)k_m+(3\phi-1)k_p .$$

The product of the roots is $-k_mk_p/2<0$, so one root is positive and the other negative. The physical one is

$$k=\frac{b+\sqrt{b^2+8k_mk_p}}{4}. \tag{6}$$

Now let $k_p\to0$. Then $b\to(2-3\phi)k_m$ and the square root tends to $|b|$.

- If $\phi<2/3$, $b$ is positive and $k\to b/2=k_m(1-\tfrac32\phi)$. This selects (5) and rejects $k=0$ at $\phi=0.30$.
- If $\phi>2/3$, $b$ is negative and the two terms in (6) cancel in the limit. Multiplying numerator and denominator by $\sqrt{b^2+8k_mk_p}-b$ gives

$$k=\frac{2k_mk_p}{\sqrt{b^2+8k_mk_p}-b}\;\to\;\frac{2k_mk_p}{2(3\phi-2)k_m}=\frac{k_p}{3\phi-2}.$$

The conductivity then vanishes in proportion to $k_p$. At $\phi=0.70$ the formula gives $k/k_p=1/0.10=10$, and the numerical solution with $k_p/k_m=10^{-6}$ gives 10.00. In this theory the solid no longer provides a conducting path above $\phi=2/3$. That threshold belongs to the model; part (f) gives a geometry without it.

**(e) A film of thickness $d=0.50\ \mu$m carries a heat flux $q=10$ MW/m² through its thickness. Take the model values $k_m=1.20$ W/(m K) and $\phi=0.30$. Compare the temperature drops across the dense and the porous film. How much does $k$ change if $k_p=0.02$ W/(m K)?**

*Answer.* For insulating pores,

$$k=0.55\times1.20=0.66\ \text{W/(m K)} .$$

The magnitude of the temperature drop is $\Delta T=qd/k$, with $qd=(1.0\times10^7)(0.50\times10^{-6})=5.0$ W/m. Thus

$$\Delta T_{\rm dense}=\frac{5.0}{1.20}=4.17\ \text{K},\qquad
\Delta T_{\rm porous}=\frac{5.0}{0.66}=7.58\ \text{K}.$$

At fixed flux and thickness the drop grows by the factor $1/0.55=1.82$. A 45 percent loss of conductivity is therefore an 82 percent increase in temperature drop, each relative to the dense film.

For conducting pores, in units of W/(m K),

$$b=1.10\times1.20-0.10\times0.02=1.318,$$

$$k=\frac{1.318+\sqrt{1.318^2+8\times1.20\times0.02}}{4}=0.677 .$$

This is 56.4 percent of $k_m$. It exceeds the insulating-pore result by about 2.5 percent of that result, so conduction through the pores is only a small correction to the insulating idealization for these parameters. The value 0.02 W/(m K) is close to that of bulk air. Pores much smaller than a 0.5 $\mu$m film are comparable with or smaller than the mean free path of air at atmospheric pressure, roughly 70 nm. The gas in such pores conducts considerably less than in bulk, and the correction for air-filled pores is then smaller still.

The assumption about the solid can matter more. If the heat carriers in the solid have mean free paths comparable with the pore spacing, scattering at pore surfaces invalidates the local Fourier description with the dense value $k_m$. Equation (5) contains no such effect.

**(f) Suppose instead that every insulating pore, of radius $c$, is wrapped in a concentric solid shell of outer radius $a$, with $c^3/a^3=\phi$. Such coated spheres of many sizes fill the sample. Find $k$ by requiring that a coated sphere leave the field outside it undisturbed, and compare with part (c).**

*Answer.* In the shell, $T=A(r+B/r^2)\cos\theta$. No heat crosses the pore surface, so $1-2B/c^3=0$ and $B=c^3/2$. Outside, the undisturbed field is $T=Gr\cos\theta$. Continuity of temperature and of flux at $r=a$ gives

$$A\left(1+\frac{\phi}{2}\right)=G,\qquad k_mA(1-\phi)=kG .$$

In the second condition, $1-2B/a^3=1-c^3/a^3=1-\phi$. Dividing the second condition by the first,

$$\frac{k}{k_m}=\frac{1-\phi}{1+\phi/2}=\frac{2(1-\phi)}{2+\phi}. \tag{7}$$

Because each coated sphere leaves its surroundings undisturbed, one after another can replace the uniform medium without changing the field elsewhere. This is why $k$ is the conductivity of the filled sample.

At $\phi=0.30$, (7) gives $1.40/2.30=0.609$, compared with 0.55 from the symmetric theory. The difference between the two formulas is

$$\frac{1-\phi}{1+\phi/2}-\left(1-\frac32\phi\right)
=\frac{1-\phi-\left(1-\phi-\frac34\phi^2\right)}{1+\phi/2}
=\frac{\frac34\phi^2}{1+\phi/2}.$$

It is of second order in $\phi$: the two treatments agree to first order for dilute pores, and their difference grows with porosity up to $\phi=2/3$, where (5) reaches zero. In the coated geometry the pores never touch, and (7) stays positive for every $\phi<1$. The symmetric theory gives the solid no such privileged role. Porosity alone therefore does not determine the conductivity; the figure of 55 percent also depends on the symmetric treatment of solid and pores.

## Calculated quantities

```
porosity phi: 0.30
k/k_m, formula, insulating pores: 0.5500
k/k_m, numerical sphere fields: 0.5500
k/k_m, numerical, phi = 0.10: 0.8500
k/k_m, numerical, phi = 0.50: 0.2500
relative gradient in solid g_m: 0.7857
relative gradient in pore g_p: 1.5000
solid share of mean gradient: 0.5500
pore share of mean gradient: 0.4500
k/k_m, coated spheres, numerical: 0.6087
high porosity tested: 0.70
k/k_p there, for k_p/k_m = 1e-06: 10.00
dense conductivity k_m: 1.20 W/(m K)
effective conductivity k: 0.660 W/(m K)
film thickness: 0.50 um
heat flux: 10.0 MW/m^2
temperature drop, dense film: 4.17 K
temperature drop, porous film: 7.58 K
ratio of temperature drops: 1.818
conducting-pore case k_p: 0.02 W/(m K)
k/k_m, conducting pores, numerical: 0.5639
k, conducting pores: 0.677 W/(m K)
```
